# Solving an Oxide's Fermi Level from Charge Neutrality with Charged Oxygen Vacancies

## Definitions and conventions

The Fermi level \(\mu\) is measured from the valence band top, and the conduction band starts at \(E_g\). Energies are in eV and densities in cm\(^{-3}\). Charges are in units of the elementary charge \(e\). The oxide is homogeneous, so neutrality holds locally, and its dopants are fully ionized at every \(\mu\).

An intact oxygen site has effective charge zero. A vacancy has charge \(q\in\{+2,+1,0,-1\}\), degeneracy \(g_q\), density \(c_q\) and formation energy

\[
E_q(\mu)=a_q+\Delta\mu_O+q\mu .
\]

The oxygen term enters with a plus sign because the removed atom joins the oxygen reservoir. The term \(q\mu\) enters with a plus sign because a vacancy of charge \(q\) has given \(q\) electrons to a reservoir at energy \(\mu\). I write \(E_q^0=a_q+\Delta\mu_O\) for the value at \(\mu=0\).

The transition level \(\varepsilon(q/q')\) is the Fermi level at which two formation energies are equal. For the first pair, \(E_2^0+2\mu=E_1^0+\mu\) gives

\[
\varepsilon(2/1)=E_1^0-E_2^0 .
\]

The example is a model oxide with round parameters:

- \(E_g=4.0\) eV, with free-electron masses in both bands;
- \(N_s=5\times10^{22}\) oxygen sites and \(N_A=10^{17}\) acceptors per cm\(^3\);
- levels \((+2/+1)\), \((+1/0)\), \((0/-1)\) at 2.6, 3.0 and 3.7 eV;
- \(g_q=1,2,1,2\) for \(q=+2,+1,0,-1\).

At \(\Delta\mu_O=-2.5\) eV the energies \(E_q^0\) are \(-3.1,-0.5,2.5,6.2\) eV in the same order. A negative value at \(\mu=0\) does not mean that vacancies form without limit: the term \(q\mu\) raises the energy at the Fermi level actually reached. All parameters are taken as independent of temperature.

## Two charge states by hand

Suppose that the vacancy total is frozen at \(C=5.025478\times10^{16}\) cm\(^{-3}\), the temperature is 300 K, and only \(q=+2\) and \(q=+1\) matter. Band carriers are neglected for now. The two conditions are

\[
c_2+c_1=C,\qquad 2c_2+c_1=N_A .
\]

Twice the first minus the second gives \(c_1\), and the first then gives \(c_2\):

\[
c_1=2C-N_A\equiv s,\qquad c_2=C-s .
\]

The surplus \(s\) is the charge that must be removed from a fully doubly charged population to match the acceptors. Here \(s=5.0957\times10^{14}\) and \(c_2=4.9745\times10^{16}\) cm\(^{-3}\).

Equilibrium between the two states fixes their ratio by Boltzmann weights. Since \(E_1-E_2=\varepsilon(2/1)-\mu\),

\[
\frac{c_1}{c_2}=\frac{g_1}{g_2}e^{-(E_1-E_2)/kT}
=2\,e^{[\mu-\varepsilon(2/1)]/kT}.
\]

Taking the logarithm,

\[
\mu=\varepsilon(2/1)+kT\ln\frac{s}{2(C-s)} .
\]

With \(kT=0.025852\) eV the argument is \(5.122\times10^{-3}\), its logarithm is \(-5.274\), and

\[
\mu=2.6-0.025852\times5.274=2.464\ \text{eV}.
\]

The full calculation, with all four charge states and both bands, gives the same value to the digits shown.

This small problem already contains the monotonicity argument. Let \(f=c_1/C=r/(1+r)\), with \(r=c_1/c_2\). Since \(dr/d\mu=r/kT\),

\[
\frac{df}{d\mu}=\frac{1}{(1+r)^2}\frac{r}{kT}=\frac{f(1-f)}{kT}.
\]

The net charge is \(C(2-f)-N_A\), so its derivative is \(-Cf(1-f)/kT<0\). Raising the Fermi level puts electrons on the vacancies and makes the oxide less positive.

It also shows what is missing. The two-state charge lies between \(C\) and \(2C\), so a solution exists only for \(C<N_A<2C\). If \(N_A>2C\), even fully charged vacancies cannot balance the acceptors, and holes must supply the difference:

\[
p=N_A-2C .
\]

For nondegenerate holes \(p=N_b e^{-\mu/kT}\), where \(N_b\) is the effective band density of states, so \(\mu=kT\ln(N_b/p)\). Lowering \(C\) by one percent produces this case, with \(p=4.9553\times10^{14}\) cm\(^{-3}\). With \(N_b=2.5094\times10^{19}\) cm\(^{-3}\),

\[
\mu=0.025852\times\ln(5.064\times10^4)=0.280\ \text{eV}.
\]

A one percent change in the vacancy total has moved the Fermi level by 2.18 eV. The size of this jump belongs to the model, whose acceptors stay ionized at every \(\mu\) and whose holes are free. In wide-gap oxides acceptors are often deep or holes self-trap, and the Fermi level then stops somewhat above that level instead of near the valence band. A general solver must therefore include the bands, and it must receive \(C\) without careless rounding.

## Where the frozen total comes from

The total was set during an anneal at 1000 K, in equilibrium with the oxygen reservoir. Vacancies are dilute, so \(c_2\approx N_s e^{-(E_2^0+2\mu)/kT}\). If doubly charged vacancies balance the acceptors, \(2c_2\approx N_A\), and

\[
\mu\approx\frac12\left[kT\ln\frac{2N_s}{N_A}-E_2^0\right].
\]

Here \(kT=0.086173\) eV and \(2N_s/N_A=10^6\), whose logarithm is 13.816. Hence

\[
\mu\approx\tfrac12(1.1905+3.1)=2.1453\ \text{eV}.
\]

The full solution is 2.1455 eV. The difference comes from the singly charged vacancies: they carry a fraction 0.0051 of the positive charge, which lowers \(c_2\) by that fraction and raises \(\mu\) by \(\tfrac12kT\times0.0051=0.0002\) eV.

The full populations at 1000 K are \(c_2=4.9745\times10^{16}\), \(c_1=5.0948\times10^{14}\) and \(c_0=1.26\times10^{10}\) cm\(^{-3}\), with \(n=6.88\times10^{10}\) electrons and \(p=2.35\times10^{9}\) holes. Their vacancy sum is the \(C\) used above.

The surplus follows from neutrality during the anneal, \(N_A=2c_2+c_1-c_{-1}+p-n\). Subtracting this from \(2C=2(c_2+c_1+c_0+c_{-1})\) gives

\[
s=c_1+2c_0+3c_{-1}+n-p .
\]

So \(s\) is positive here because of the singly charged vacancies present at 1000 K. It is about 0.5% of \(N_A\), which is why lowering \(C\) by one percent reverses its sign.

## General populations

**Bands.** Let \(D_c(E)\) be the conduction density of states and \(f=[1+e^{(E-\mu)/kT}]^{-1}\). Then

\[
n=\int_{E_g}^{\infty}D_c f\,dE,\qquad
\frac{\partial n}{\partial\mu}=\frac1{kT}\int_{E_g}^{\infty}D_c f(1-f)\,dE>0,
\]

because \(\partial f/\partial\mu=f(1-f)/kT\). For a parabolic band, with \(x=(E-E_g)/kT\) and \(\eta=(\mu-E_g)/kT\),

\[
n=N_b\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},
\qquad N_b=2\left(\frac{2\pi m kT}{h^2}\right)^{3/2}.
\]

Holes follow by reflection, with \(\eta=-\mu/kT\), so \(\partial p/\partial\mu<0\). The substitution \(x=t^2\) removes the square-root singularity before numerical integration.

**Vacancies in equilibrium with oxygen.** Each site is either intact, with weight 1, or vacant in state \(q\), with weight

\[
w_q=g_q e^{-E_q(\mu)/kT}.
\]

Noninteracting sites are independent, so normalizing the weights of one site gives

\[
c_q=N_s\frac{w_q}{1+\sum_j w_j}.
\]

The sum \(\sum_jw_j\) in the denominator prevents the total from exceeding \(N_s\). It is negligible beside the 1 in the dilute limit, where \(c_q\approx N_sw_q\).

**Frozen vacancies.** With \(C\) fixed, the number of ways to place vacancies on sites is a factor common to all charge assignments. Each vacancy then chooses only its charge:

\[
c_q=C\frac{w_q}{\sum_j w_j}.
\]

The factor \(e^{-\Delta\mu_O/kT}\) is common to all \(w_q\) and cancels. After the quench, oxygen conditions matter only through \(C\).

For both formulas, the mean and variance of the vacancy charge were tested against sums over every configuration of a four-site ring.

## Proof of a unique neutral level

Let \(\pi_i\) be the probability of state \(i\) of one site or one frozen vacancy. For the reservoir case the list includes the intact state, with \(q=0\) and weight 1. In all cases \(\partial\ln w_i/\partial\mu=-q_i/kT\). With \(\pi_i=w_i/z\) and \(z=\sum_jw_j\),

\[
\frac{\partial\ln z}{\partial\mu}=\frac1z\sum_j w_j\left(-\frac{q_j}{kT}\right)=-\frac{\langle q\rangle}{kT},
\]

and therefore

\[
\frac{\partial\pi_i}{\partial\mu}=-\frac{\pi_i(q_i-\langle q\rangle)}{kT}.
\]

Multiply by \(q_i\) and sum:

\[
\frac{\partial\langle q\rangle}{\partial\mu}
=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}
=-\frac{\operatorname{Var}(q)}{kT}\le0 .
\]

The two-state result is the special case \(\operatorname{Var}(q)=f(1-f)\), where \(f\) is again the singly charged fraction.

With \(N=N_s\) or \(C\), and donors \(N_D\), the net charge is

\[
\rho=p-n+N\langle q\rangle+N_D-N_A,
\]

\[
\frac{d\rho}{d\mu}=\frac{\partial p}{\partial\mu}-\frac{\partial n}{\partial\mu}-\frac{N\operatorname{Var}(q)}{kT}<0 .
\]

The band terms make the inequality strict even where the vacancy charge is saturated.

For existence, note that \(f\ge\frac12\) for all \(E\le\mu\), so

\[
n\ge\frac12\int_{E_g}^{\mu}D_c\,dE\propto(\mu-E_g)^{3/2}\to\infty .
\]

At the same time \(p\to0\), while the vacancy and dopant charges stay bounded. Hence \(\rho\to-\infty\) for \(\mu\to+\infty\). The mirror argument gives \(\rho\to+\infty\) for \(\mu\to-\infty\). A continuous, strictly decreasing function with these limits has exactly one zero. This uses the model's parabolic bands without an outer edge; in a real crystal, a root far inside a band would need the true density of states.

Nothing in the proof orders the transition levels. It includes negative-U vacancies, for which \(\varepsilon(2/1)>\varepsilon(1/0)\) and the \(+1\) state never has the lowest formation energy.

Individual populations need not be monotone. The derivative of \(\pi_i\) changes sign where \(\langle q\rangle=q_i\). For \(q=+1\) in the quenched oxide this happens where \(c_2=c_0\), if \(c_{-1}\) is negligible:

\[
E_2^0+2\mu=E_0^0\quad\Rightarrow\quad\mu=\frac{2.5+3.1}{2}=2.8\ \text{eV}.
\]

The computed population peaks there. Root finding must therefore act on the total charge, not on one charge state.

## A logarithmic form of neutrality

The charge densities span many decades. Collect positive and negative contributions separately:

\[
P=p+N_D+2c_2+c_1,\qquad M=n+N_A+c_{-1},\qquad L=\ln\frac PM .
\]

Neutrality is \(P=M\), or \(L=0\). To show that \(L\) is also monotone, let \(u_i=\max(q_i,0)\). The derivative of \(\pi_i\) gives

\[
\frac{\partial\langle u\rangle}{\partial\mu}=-\frac{\langle uq\rangle-\langle u\rangle\langle q\rangle}{kT}.
\]

The covariance in the numerator can be written as

\[
\frac12\sum_{ij}\pi_i\pi_j(u_i-u_j)(q_i-q_j)
=\langle uq\rangle-\langle u\rangle\langle q\rangle ,
\]

since the two diagonal products each give \(\langle uq\rangle\) and the two cross products each give \(-\langle u\rangle\langle q\rangle\). Every term on the left is nonnegative, because \(u\) does not decrease when \(q\) increases. Thus the positive vacancy charge cannot rise with \(\mu\). For \(\max(-q,0)\) the covariance has the opposite sign, so the negative vacancy charge cannot fall. Adding \(p\) and \(n\) makes both trends strict, and

\[
\frac{dL}{d\mu}=\frac{P'}P-\frac{M'}M<0 .
\]

In 60 random models, 25 of them negative-U, \(P\) and \(M\) passed tests of these trends, and the derivative of \(\rho\) agreed with finite differences.

## The algorithm

1. Choose the ensemble: \(N_s\) with the intact state, or \(C\) without it.
2. For a trial \(\mu\), compute each \(\ln w_q\), subtract the largest logarithm (including 0 for the intact state), exponentiate and normalize. The subtraction cancels in the ratio and prevents overflow.
3. Compute \(n\), \(p\), \(P\), \(M\) and \(L\).
4. Start with the bracket \([0,E_g]\). While \(L\le0\) at the left end, move it left by 1, 2, 4, … eV. While \(L\ge0\) at the right end, move it right in the same way. In exact arithmetic the limits of \(\rho\) guarantee that this stops. In floating point, \(P\) or \(M\) can underflow to zero at low temperature, for example at 50 K with donors only; \(\ln P\) and \(\ln M\) must then be computed from the logarithms of their terms.
5. Apply Brent's method to \(L\). It combines interpolation with bisection and keeps a sign change enclosed.
6. Return \(\mu\) and all populations, and check \(P-M\) relative to \(P+M\).

Plain bisection is a simple alternative. If \(L>0\) at the midpoint, the root lies to the right; if \(L<0\), it lies to the left. After \(k\) halvings an initial width \(W\) becomes \(W/2^k\), so a final width \(\tau\) requires

\[
k=\left\lceil\log_2(W/\tau)\right\rceil .
\]

For \(W=4\) eV and \(\tau=10^{-10}\) eV this is 36.

Brent's method, run to a tighter tolerance, needed 9 evaluations on \(L\) and 15 on \(\rho\) for the anneal. For the quench it needed 19 and 18. The logarithm helped in the first case and not in the second, so it is a matter of scaling and not a guaranteed gain in speed.

As a check of bracket expansion, \(10^{22}\) donors per cm\(^3\) were placed in an oxide at 300 K without acceptors. The bracket grew to \([0,7]\) eV and the root was 5.69 eV, well inside the conduction band. This tests the solver; a parabolic band is not a realistic description at that filling.

An independent count is possible for nondegenerate carriers. With \(x=e^{\mu/kT}\), every term of \(\rho\) is a rational function of \(x\), and clearing denominators gives a polynomial. Exact root counting found one positive root for the anneal and one for the quench, each at the computed Fermi level.

## How accurately the root is determined

Near the root, a small error \(\delta L\) shifts the Fermi level by \(|\delta\mu|\approx|\delta L|/|L'|\). At neutrality \(P=M\), so

\[
L'=\frac{P'-M'}{M}=\frac{1}{M}\frac{d\rho}{d\mu}.
\]

During the anneal vacancies are dilute, so \(\langle q\rangle^2\) is negligible beside \(\langle q^2\rangle\), and \(N_s\operatorname{Var}(q)\approx4c_2+c_1\). Neglecting carriers,

\[
L'\approx-\frac{4c_2+c_1}{N_AkT}
=-\frac{1.995\times10^{17}}{10^{17}\times0.086173}
=-23.15\ \text{eV}^{-1}.
\]

After the quench only exchange between two states remains, and \(C\operatorname{Var}(q)\approx c_1c_2/C\):

\[
L'\approx-\frac{c_1c_2}{C N_AkT}
=-\frac{5.044\times10^{14}}{10^{17}\times0.025852}
=-0.195\ \text{eV}^{-1}.
\]

Both agree with the slopes of the full model. The quenched problem is about 120 times more sensitive to an error in \(L\), because the vacancy total can no longer respond to \(\mu\), and nearly all the frozen vacancies are in the \(+2\) state, which leaves little charge exchange. Freezing alone, still at 1000 K, reduces the slope about 400 times; the smaller \(kT\) at 300 K then recovers a factor of 3.3.

Since \(P\) is nearly proportional to \(C\), a relative error of \(10^{-4}\) in \(C\) shifts the quenched level by about \(10^{-4}/0.195=0.0005\) eV. For a one percent reduction of \(C\), the same linear formula would predict a fall of 0.05 eV, far below the actual 2.18 eV. It fails because the linear estimate requires a relative change small compared with \(s/(2C)\approx0.005\). A converged root is thus no protection against an inaccurate input.

## Oxygen conditions and the quench

| \(\Delta\mu_O\) (eV) | \(\mu\), 1000 K (eV) | \(C\) (cm\(^{-3}\)) | \(\mu\), 300 K (eV) |
|---:|---:|---:|---:|
| −2.0 | 1.895 | \(5.001\times10^{16}\) | 2.389 |
| −2.5 | 2.145 | \(5.025\times10^{16}\) | 2.464 |
| −3.0 | 2.399 | \(5.444\times10^{16}\) | 2.540 |

More reducing conditions, meaning lower \(\Delta\mu_O\), make vacancies cheaper. The anneal estimate contains \(-E_2^0/2\), so each decrease of 0.5 eV should raise \(\mu\) by 0.25 eV. The table follows this closely, with a slightly larger second step as \(c_1\) becomes appreciable. The total changes little because the acceptors require about \(N_A/2\) doubly charged vacancies.

The quenched values obey a simple rule. If carriers and the other charge states are negligible compared with \(c_1\), and not merely compared with \(N_A\), \(c_1+c_2\) and \(2c_2+c_1\) are the same before and after the quench. Hence \(c_1\) and \(c_2\) are each conserved, and so is their ratio. Equating \(2e^{[\mu-\varepsilon(2/1)]/kT}\) at the two temperatures gives

\[
\mu_{\rm cold}-\varepsilon(2/1)=\frac{T_{\rm cold}}{T_{\rm hot}}
\left[\mu_{\rm hot}-\varepsilon(2/1)\right].
\]

For the middle row, \(2.6+0.3(2.1455-2.6)=2.4636\) eV. Under this condition, cooling moves the Fermi level toward the transition level without changing the dominant defect populations. The rule fails for more oxidizing anneals. At \(\Delta\mu_O=-1.4\) eV the anneal estimate gives \(\mu_{\rm hot}=1.595\) eV, where \(p\approx1.4\times10^{12}\) exceeds \(c_1\approx8.6\times10^{11}\) cm\(^{-3}\), although both are about \(10^{-5}N_A\). Then \(s<0\), holes must supply \(-s\approx5\times10^{11}\) cm\(^{-3}\) after the quench, and \(\mu=kT\ln[N_b/(-s)]\approx0.46\) eV instead of the 2.30 eV the rule would give.

The quenched electron density is only \(3.9\times10^{-7}\) cm\(^{-3}\), which is a statistical average and not a count in a small device. That electrons reach this equilibrium while vacancies remain frozen is an assumption about rates, which neutrality cannot establish.

## When vacancies interact

Suppose a complete configuration \(\alpha\) has charge \(Q_\alpha\) and weight \(e^{-(U_\alpha+Q_\alpha\mu)/kT}\), where \(U_\alpha\) includes interactions but does not depend on \(\mu\). The same differentiation gives

\[
\frac{\partial\langle Q\rangle}{\partial\mu}=-\frac{\operatorname{Var}(Q)}{kT}\le0 .
\]

Interactions alone therefore do not destroy monotonicity in exact statistics. The site-by-site formulas for \(c_q\) do fail, since sites are no longer independent.

A mean-field approximation is different. Let a fraction \(\theta\) of frozen vacancies have \(q=+2\) and the rest \(q=0\), with equal degeneracies. Let attraction lower the energy difference \(D(\mu)=E_2-E_0\) by \(J\theta\):

\[
\theta=\frac1{1+e^{[D(\mu)-J\theta]/kT}} .
\]

At \(D=J/2\), \(\theta=\frac12\) is a solution, and the right side has slope \(J/(4kT)\) there. For \(J>4kT\) this exceeds 1, so the right side crosses the line \(\theta\) from below, and two further solutions appear because it stays between 0 and 1. The computed number is one at \(J=3kT\) and three at \(J=6kT\). Solving for \(D\) and differentiating gives

\[
\frac{dD}{d\theta}=J-\frac{kT}{\theta(1-\theta)},
\]

which is positive at the middle solution when \(J>4kT\). Since \(D\) rises with \(\mu\), the positive charge there rises with \(\mu\) as well. The charge is no longer a single-valued decreasing function, and the uniqueness proof does not apply. Several solutions at one Fermi level need not mean several neutral levels: if carriers are negligible, neutrality fixes \(\theta=N_A/(2C)\), and with it \(D\) and \(\mu\). A bracketed solver that varies \(\mu\) can miss this root if it lies on the rising branch, or on the metastable part of a falling branch. If \(\theta\) is found by iteration, or chosen by lowest free energy, the solver may stop where \(\theta\) jumps from one branch to another, and the net charge there is not zero. The final check of \(P-M\) exposes this. A root calculated directly from the neutral \(\theta\) must still be compared in free energy with the other solutions at the same \(\mu\) before it is accepted as a stable state. Those other solutions are not neutral. A lower free energy among them signals a tendency to separate into regions of different \(\theta\), which would be charged, and this model omits the electrostatic cost that opposes such separation.

The populations, slopes and evaluation counts are listed in the numerical output below.

## Computed results

```
gap 4.0 eV; oxygen sites 5.0e+22 cm^-3
acceptors 1.0e+17 cm^-3; delta mu_O -2.5 eV
levels (+2/+1),(+1/0),(0/-1): 2.6 3.0 3.7 eV
degeneracies for q=+2,+1,0,-1: 1 2 1 2
formation energies at mu=0: -3.1 -0.5 2.5 6.2 eV
anneal: T 1000 K, kT 0.086173 eV
  band density of states 1.5272e+20 cm^-3
  Fermi level 2.145484 eV
  vacancies q=+2: 4.9745e+16 cm^-3
  vacancies q=+1: 5.0948e+14 cm^-3
  vacancies q=+0: 1.2575e+10 cm^-3
  vacancies q=-1: 3.6825e+02 cm^-3
  electrons 6.879e+10 cm^-3
  holes 2.350e+09 cm^-3
quench: T 300 K, kT 0.025852 eV
  band density of states 2.5094e+19 cm^-3
  Fermi level 2.463650 eV
  vacancies q=+2: 4.9745e+16 cm^-3
  vacancies q=+1: 5.0957e+14 cm^-3
  vacancies q=+0: 2.4882e+05 cm^-3
  vacancies q=-1: 8.4557e-16 cm^-3
  electrons 3.891e-07 cm^-3
  holes 1.028e-22 cm^-3
frozen vacancy total 5.025478e+16 cm^-3
surplus 2C - acceptors 5.0957e+14 cm^-3
hand estimate anneal 2.145264 eV
hand estimate quench 2.463650 eV
slope of L: anneal -23.1499, quench -0.1951 /eV
total lowered 1%: Fermi level 0.2800 eV
  acceptor excess 4.9553e+14, holes 4.9553e+14 cm^-3
q=+1 population at 300 K peaks at 2.800 eV
calls: Brent on L, Brent on charge; bisection halvings
  anneal: 9 15 36
  quench: 19 18 36
bisection tolerance 1e-10 eV
positive polynomial roots, anneal and quench: 1 1
random models 60, negative-U 25
mean-field solutions at coupling 3 kT, 6 kT: 1 3
donors 1e+22 cm^-3: Fermi level 5.6922 eV
  bracket 0.0 7.0 eV
delta mu_O (eV), anneal E_F (eV), total (cm^-3), quench E_F (eV)
  -2.0  1.8953  5.0014e+16  2.3885
  -2.5  2.1455  5.0255e+16  2.4636
  -3.0  2.3993  5.4441e+16  2.5398
```
